STMAS ridge slopes and the magic-angle tolerance, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: energy levels and their angular ranks

A powder containing a half-integer quadrupolar nucleus is spun at the magic angle, and its central transition, −1/2 ↔ 1/2, is still broad. The first-order quadrupole interaction does not touch this transition, but the second-order interaction does, and one spinning angle cannot remove all of its orientation dependence. The satellite transitions m−1 ↔ m carry a second-order broadening that, once averaged at the magic angle, has the same angular form. In the satellite-transition experiment STMAS, a satellite coherence evolves during a time t1, is transferred to the central transition, and is detected during t2. Each crystallite then contributes a point (ν2, ν1), the central frequency and the satellite frequency, and the powder draws a ridge.

Two questions follow. What is the slope of the ridge, and how accurately must the angle be set so that the much larger first-order interaction of the satellites stays averaged out?

**The model.** Let the spin be I, and write a = I(I+1). Energies divided by Planck's constant h are frequencies, so the Hamiltonian is

H/h = ν0 Iz + V, V = (ν_Q/3) I·q·I, ν_Q = 3C_Q/[2I(2I−1)].

Here ν0 > 0 is the Larmor frequency and C_Q the quadrupole coupling constant. The symmetric tensor q has principal values −(1−η)/2, −(1+η)/2 and 1, with 0 ≤ η ≤ 1. Its trace is zero, and the trace of its square is

S = Tr q² = 1 + [(1−η)² + (1+η)²]/4 = (3+η²)/2.

The opposite sign of the Zeeman term only relabels m as −m: a half turn of the spin about x reverses Iz, and changes q in a way that leaves the squared couplings used below unaltered. All line frequencies are measured from ν0. The regime is ν_Q ≪ ν0, with spinning slow compared with ν0. Relaxation, dipolar couplings and chemical-shift anisotropy are left out.

**First order.** In the state m, the mean values of Ix² and Iy² are both (a−m²)/2, and the mixed products of q contribute nothing. Since q_xx + q_yy = −q_zz,

E1(m) = (ν_Q/3)[q_zz m² − q_zz(a−m²)/2] = (ν_Q/6) q_zz (3m²−a).

From m² − (m−1)² = 2m−1, the transition from m−1 to m is shifted by

E1(m) − E1(m−1) = ν_Q (m−1/2) q_zz.

For m = 1/2 this is zero. The mirror satellite, from −m to 1−m, has the opposite shift, because E1 is even in m.

**What distinguishes odd from even orders.** Time reversal changes the sign of every spin component. It leaves V, which is quadratic in the spin, unchanged and reverses the Zeeman term. The level that grows out of m at field ν0 therefore has the same energy as the level that grows out of −m at field −ν0:

E_m(ν0) = E_−m(−ν0).

The term of order k in V is proportional to ν_Q^k ν0^(1−k), so it acquires the factor (−1)^(1−k) when m changes sign. Odd orders are even in m, and even orders are odd in m. Consequently, even orders shift both satellites of a pair equally, and odd orders shift them oppositely. Odd orders vanish for the central transition. The mean of the satellite pair thus isolates the second order, with a first correction of fourth order; the difference contains only odd orders, beginning with the first and third.

**Second order.** The parts of V that change m are needed. Define I± = Ix ± iIy and

q1 = q_xz − i q_yz, q2 = (q_xx−q_yy)/2 − i q_xy.

Multiplying out gives q_xz Ix + q_yz Iy = ½(q1 I+ + q1* I−). Likewise, with Ix²−Iy² = ½(I+²+I−²) and IxIy+IyIx = (I+²−I−²)/(2i), the double steps combine into ½(q2 I+² + q2* I−²). Therefore

V = (ν_Q/6){q_zz(3Iz²−a) + [q1(I+Iz+IzI+) + q2 I+² + h.c.]},

where h.c. means the Hermitian conjugate of the two terms before it. The ladder rule ⟨m|I+|m−1⟩ = √[a−m(m−1)] gives

|⟨m|V|m−1⟩|² = (ν_Q²/36)|q1|²(2m−1)²[a−m(m−1)],

|⟨m|V|m−2⟩|² = (ν_Q²/36)|q2|²[a−m(m−1)][a−(m−1)(m−2)].

In second-order perturbation theory, a lower neighbour pushes the level m up and an upper neighbour pushes it down. The denominators are ν0 for single steps and 2ν0 for double steps. With A = a−m², the single steps contribute the bracket

(2m−1)²(A+m) − (2m+1)²(A−m)
= 2m(4m²+1) − 8mA
= −2m(4a−8m²−1).

The double steps contribute half of

(A+m)(A+3m−2) − (A−m)(A−3m−2)
= 8mA − 4m
= 4m(2a−2m²−1).

The ladder factors vanish by themselves at the ends m = ±I. Collecting both,

E2(m) = (ν_Q²/18ν0) m[|q2|²(2a−2m²−1) − |q1|²(4a−8m²−1)].

This is odd in m, as the parity rule requires.

**From couplings to orientation.** Let n be the direction of the magnetic field seen from the crystal. Then q_zz = n·q·n, and the zz element of the matrix product q² is n·q²·n. Writing out that element gives

n·q²·n = q_xz² + q_yz² + q_zz², so |q1|² = n·q²·n − (n·q·n)².

For |q2|², use q_xx²+q_yy² = [(q_xx+q_yy)² + (q_xx−q_yy)²]/2, with q_xx+q_yy = −q_zz. Then

S = (3/2)q_zz² + 2|q1|² + 2|q2|²,

and, after inserting |q1|²,

|q2|² = S/2 − n·q²·n + (n·q·n)²/4.

The constant S has angular rank 0, and n·q²·n, quadratic in n, has ranks 0 and 2. Rank 4 can enter only through w = (n·q·n)². Its coefficient in E2 is, inside the factor ν_Q²/(18ν0),

m[(2a−2m²−1)/4 + (4a−8m²−1)] = F4(m)/4,

F4(m) = m(18a−34m²−5).

The rank-4 part of w follows from the condition that a pure-rank polynomial has zero Laplacian. For a general vector x of length r, put f = x·q·x and g = x·q²·x. Since Tr q = 0, the function f has zero Laplacian, and its gradient is 2q·x. Hence

∇²(f²) = 2|∇f|² = 8g,

∇²(r²g) = 6g + 8g + 2Sr² = 14g + 2Sr²,

∇²(r⁴) = 20r².

The combination f² − (4/7)r²g + (2/35)Sr⁴ has Laplacian 8g − 8g − (8/7)Sr² + (8/7)Sr² = 0. For a unit vector the rank-4 part is therefore

W4(n) = (n·q·n)² − (4/7)n·q²·n + (2/35)S.

**Rotation about the spinner axis.** In the rotor, the field direction n travels around a cone of half-angle θ about the rotor axis r. Averaging a rank-l function over this cone leaves a function of the same rank that depends only on θ for a fixed r. It must be a multiple of the Legendre polynomial P_l(cosθ), and at θ = 0 it must equal the value of the original function at r. The average is consequently P_l(cosθ) times that value.

At the magic angle cos²θ = 1/3, so P2 = 0 and

P4 = (35/9 − 10 + 3)/8 = −7/18.

The first-order term, which is pure rank 2, disappears from the average, as does the rank-2 part of the second order. The second-order shift of a transition keeps an isotropic part and

(ν_Q²/72ν0)[F4(m)−F4(m−1)](−7/18)W4(r).

Central and satellite frequencies contain the same W4(r). When the crystallite orientation changes, the two frequencies move in a fixed ratio, which is the slope of the ridge before any shearing of the spectrum:

R = dν1/dν2 = [F4(m)−F4(m−1)]/[2F4(1/2)].

The denominator is the central difference F4(1/2)−F4(−1/2).

For I = 3/2, a = 15/4. Then F4(1/2) = ½(67.5−8.5−5) = 27 and F4(3/2) = (3/2)(67.5−76.5−5) = −21. The satellite difference is −48 and the central difference 54, so

R = −48/54 = −8/9.

For I = 5/2, a = 35/4. Then F4(1/2) = ½(157.5−8.5−5) = 72 and F4(3/2) = (3/2)(157.5−76.5−5) = 114. For the inner satellites,

R = 42/144 = 7/24.

The outer ones have F4(5/2) = (5/2)(157.5−212.5−5) = −150, hence R = (−150−114)/144 = −11/6. The slope contains neither C_Q, η nor ν0. This independence belongs to second order; it is not a property of the full Hamiltonian.

**The isotropic position.** Over all directions, the mean of n_i n_j is δ_ij/3, where δ_ij is 1 for equal indices and 0 otherwise. The mean of a product of four components is the sum of the three pairings of such symbols, divided by 15. Thus n·q²·n averages to S/3. Since Tr q = 0, (n·q·n)² averages to 2S/15. Both |q1|² and |q2|² then average to S/5, and

E2,iso(m) = (ν_Q²S/90ν0)m[2a−2m²−1−4a+8m²+1]
= −(ν_Q²S/45ν0)m(a−3m²).

Take ν0 = 200 MHz and η = 0.5 as round model parameters, so S = 1.625. For I = 3/2 and C_Q = 2 MHz, ν_Q = 1 MHz and ν_Q²S/(45ν0) = 180.6 Hz. The central difference of m(a−3m²) is 3, and the satellite difference is −6. The isotropic shifts are therefore −541.7 Hz and +1083.3 Hz. Their ratio is −2, not −8/9: the ridge does not point at the origin.

Over the sampled orientations, the ridge extends across 1219.0 Hz in the central frequency and 1083.5 Hz in the satellite frequency. The ratio of these lengths is 0.889. The sample misses the extreme directions; the full range of W4 gives about 1257 Hz and 1118 Hz, 3% more, in the same ratio. Diagonalization of the full Hamiltonian around the rotor cone gives a fitted slope of −0.88889, and for the inner satellites of I = 5/2 it gives 0.29166 against 7/24 = 0.29167.

**What a wrong angle does.** Put θ = θ_m + δ, where θ_m is the magic angle and δ is in radians. From P2 = (3cos²θ−1)/2,

dP2/dθ = −3 cosθ sinθ = −3(1/√3)(√2/√3) = −√2

at θ_m. To leading order in δ, the two satellites of a pair move by

∓√2 δ ν_Q(m−1/2) q_rr, with q_rr = r·q·r.

The central transition has no such term. Each crystallite now gives two points, displaced in opposite directions along ν1 by an amount that depends on orientation. For η > 0, crystallites with the same central frequency cover a range of q_rr, so the ridge broadens into a band instead of splitting into two straight ridges. For η = 0, both frequencies depend on a single angle and W4 is a quadratic function of q_rr, so each satellite draws a narrow curved line instead. The first-order separation for one crystallite has magnitude

D = 2√2 |δ| ν_Q (m−1/2)|q_rr|.

No principal value of q exceeds 1 in magnitude, so |q_rr| ≤ 1. If the largest first-order separation may not exceed Λ, the angle must satisfy

|δ| ≤ Λ/[2√2 ν_Q(m−1/2)].

For I = 3/2, ν_Q = 1 MHz and Λ = 100 Hz, this is 100/(2.828×10⁶) = 3.54×10⁻⁵ rad, or 0.0020°. An error of 0.001° already separates the pair by up to 49 Hz. For I = 5/2 with C_Q = 4 MHz, ν_Q = 0.60 MHz, and the tolerances are 0.0034° for the inner and 0.0017° for the outer satellites.

The requirement of a few thousandths of a degree is thus tied to a first-order strength near 1 MHz and an allowed splitting near 100 Hz. A tenfold smaller ν_Q, or a tenfold larger allowed splitting, relaxes it to hundredths of a degree.

## Second derivation: a rotating Hamiltonian and a direct cone average

The first derivation found instantaneous energy levels and let the spin follow them as the rotor turned. The same result can be obtained from the time-dependent Hamiltonian itself, with the orientation average done by elementary trigonometry.

The symbols are as before: H/h = ν0Iz + (ν_Q/3)I·q·I, with a = I(I+1), S = Tr q² and Tr q = 0. The field direction in the rotor is n, the rotor axis is r, and q_rr = r·q·r. The couplings that change m by one and two units have strengths

|q1|² = n·q²·n − (n·q·n)²,

|q2|² = S/2 − n·q²·n + (n·q·n)²/4.

These identities are taken over, together with the forms of the coupling operators and the powder average 2S/15 of q_rr². The transition from m−1 to m will be labelled by its midpoint s = m−1/2. The central transition has s = 0, the inner satellites s = 1, and the outer satellites of spin 5/2 s = 2.

**Removing the coupling between levels.** Split V into parts V_k that raise m by k:

V0 = (ν_Q/6)q_zz(3Iz²−a),

V1 = (ν_Q/6)q1(I+Iz+IzI+),

V2 = (ν_Q/6)q2 I+²,

with V_−k the Hermitian conjugate of V_k. They obey [Iz,V_k] = kV_k. Under spinning, they depend on time. Define

X = Σ_(k≠0) V_k/(kν0).

Since the conjugate of V_k is V_−k, the conjugate of X is −X, and e^X is unitary. Also [X,ν0Iz] = −Σ_(k≠0)V_k, which is the property needed to cancel the couplings.

In the frame ψ' = e^Xψ, the Hamiltonian in frequency units is

H' = e^X(H/h)e^−X + (i/2π)(d e^X/dt)e^−X.

Call the sum of all V_k with k ≠ 0 V_off. Expanding the first term in commutators through second order in V gives

ν0Iz + V0 + V_off + [X,ν0Iz] + [X,V0+V_off] + ½[X,[X,ν0Iz]].

The third and fourth terms cancel. The last is −½[X,V_off]. What remains is

ν0Iz + V0 + [X,V0] + ½[X,V_off].

The commutator [X,V0] changes m and has no diagonal part. The part of ½[X,V_off] that preserves m pairs k with −k. Those two pairings contribute equally, because exchanging the operators and reversing k both change the sign. The second-order diagonal Hamiltonian is

H2 = [V1,V_−1]/ν0 + [V2,V_−2]/(2ν0).

**The cost of the rotation in time.** The derivative term contributes

(i/2π)(dX/dt + ½[X,dX/dt] + ...).

If the spinning frequency is ν_r, then dX/dt has size ν_r ν_Q/ν0, up to numerical factors, and is purely off-diagonal. Its diagonal companion ½[X,dX/dt] has size ν_r(ν_Q/ν0)². The off-diagonal remainders connect levels about ν0 or more apart, so their own effect on the line frequencies is suppressed by a further division by ν0. The products are of fourth order in V, or contain ν_r with at least two powers of ν_Q/ν0. Separately, the expansion cut off at second order omits a diagonal term of third order in V. It shifts the two satellites of a pair oppositely, so it cancels in their mean; its size is given below.

For ν_r = 20 kHz, ν_Q = 1 MHz and ν0 = 200 MHz, the leading rotational size is 20000×(1/200)² = 0.5 Hz. This is an order of magnitude, not a bound. Propagation of the full time-dependent Hamiltonian through one rotor period, for one orientation with the angle displaced by the tolerance, differs from the averaged levels by 0.03 Hz for the spin-3/2 satellites. For other orientations the difference can be several times larger.

The first derivation has given the ridge slopes and the angle tolerance, and the second has so far reached the second-order diagonal Hamiltonian H2. It remains to turn H2 into transition frequencies, average them around the cone to obtain the slope again, and express the angle error as a loss of echo signal.

Numerical values quoted here were computed with a short program.
